**Impurity entropy and susceptibility of a pseudogap resonant level**

For a non-interacting level at the Fermi energy with hybridization $\Gamma_0|w/D|^r$ and $0<r<1$, the program tests $S_{\rm imp}\to2r\ln2$ and $T\chi_{\rm imp}\to r/8$ as $T\to0$. Here $D$ is the half-bandwidth, $k_B=g\mu_B=1$, and impurity quantities are those of level plus bath minus those of the bath alone, in a uniform field. The Hamiltonian is diagonalized on a fine logarithmic grid, and the results are asserted to agree with an independent quadrature over the phase of $w-\Delta(w)$ through the crossover. For four values of $r$, the program also asserts the limits together with their leading $T^{1-r}$ corrections. Further assertions cover the real part of the hybridization function, the free-level limits at $r=1.5$, removal of the first bath orbital, the displacement of levels by $(1-r)/2$ of a spacing, the vanishing local response and the decay of the level's Green function. For $r=0.3$ and $\Gamma_0=0.01\,D$, the output shows the entropy falling from 1.2446 at $T=10^{-2}D$ to 0.4162 at $10^{-8}D$, against a limit of 0.4159. Over the same range $T\chi_{\rm imp}$ falls from 0.1109 to 0.0375.

## Numerical verification

```python
"""Resonant level in a pseudogap bath: low-temperature impurity thermodynamics.

Result under test, for hybridization Gamma(w) = Gamma0*|w|^r, |w| < D = 1,
level energy 0, no interaction, two spins and 0 < r < 1:
    S_imp -> 2 r ln 2   and   T*chi_imp -> r/8   as T -> 0.
Impurity quantities are (level + bath) minus (bath alone). The field acts on
level and bath alike. Units: D = k_B = g*mu_B = 1, spin projections +-1/2.
The definition side diagonalizes the Hamiltonian on a fine logarithmic grid;
the formula side uses the phase of w - Delta(w), Delta = hybridization function.
"""
import numpy as np
from mpmath import altzeta, gamma
from scipy.integrate import quad
from scipy.special import entr, expit

LOG_STEP = 0.1
N_SIDE = 350          # bath levels on each side of the Fermi energy
LN2 = np.log(2.0)


def bath_grid(r, gamma0):
    """Bath energies and couplings; midpoint rule in ln(energy)."""
    e = np.exp(-(np.arange(N_SIDE) + 0.5) * LOG_STEP)
    v = np.sqrt(gamma0 * e**r * e * LOG_STEP / np.pi)
    return np.concatenate([-e, e]), np.concatenate([v, v])


def hamiltonian(r, gamma0, level=0.0):
    e, v = bath_grid(r, gamma0)
    h = np.diag(np.concatenate([[level], e]))
    h[0, 1:] = v
    h[1:, 0] = v
    return h


def entropy(levels, t):
    """Entropy of both spin species from level occupations."""
    return 2 * np.sum(entr(expit(-levels / t)) + entr(expit(levels / t)))


def t_chi(levels, t):
    """T times magnetization / field, for a small uniform field."""
    field = 1e-3 * t
    up = expit(-(levels - field / 2) / t)
    down = expit(-(levels + field / 2) / t)
    return t * 0.5 * np.sum(up - down) / field


def impurity_values(full, reference, t):
    return (entropy(full, t) - entropy(reference, t),
            t_chi(full, t) - t_chi(reference, t))


def real_delta(w, r, gamma0):
    """Real part of Delta(w + i0) for 0 < w < 1."""
    tail = sum(w**(2 * k + 1) / (2 * k + 1 - r) for k in range(40))
    return gamma0 * (-np.tan(np.pi * r / 2) * w**r + 2 / np.pi * tail)


def phase_values(t, r, gamma0):
    """S_imp and T*chi_imp from the phase of w - Delta, for T << D."""
    u = np.linspace(-40, np.log(40.0), 8001)
    x = np.exp(u)
    w = x * t
    phase = np.arctan2(gamma0 * w**r, w - real_delta(w, r, gamma0))
    change = phase - np.pi * (1 - r) / 2
    bell = 1 / (4 * np.cosh(x / 2)**2)
    du = u[1] - u[0]
    s_int = np.sum(change * (-x * bell) * x) * du / np.pi
    c_int = np.sum(change * (-np.tanh(x / 2) * bell) * x) * du / np.pi
    return 2 * (r * LN2 + 2 * s_int), 0.5 * (r / 4 + 2 * c_int)


def leading_corrections(t, r, gamma0):
    b = 1 - 2 * gamma0 / (np.pi * (1 - r))
    c = (1 - r) * np.cos(np.pi * r / 2)**2 * b / (np.pi * gamma0)
    power = c * t**(1 - r)
    ds = 4 * power * float(gamma(3 - r) * altzeta(2 - r)) / (1 - r)
    dx = power * float(gamma(1 - r) * altzeta(-r))
    return ds, dx


def local_t_chi(t, r, gamma0):
    """T times local spin response to a field on the level alone."""
    field = 1e-2 * t
    e, psi = np.linalg.eigh(hamiltonian(r, gamma0, -field / 2))
    return t * (np.sum(psi[0]**2 * expit(-e / t)) - 0.5) / field


r, gamma0 = 0.3, 0.01
amplitude = gamma0 / np.cos(np.pi * r / 2)
t_star = amplitude**(1 / (1 - r))
print(f"exponent r = {r}")
print(f"hybridization strength Gamma0 = {gamma0} D")
print(f"amplitude A = {amplitude:.6f} D")
print(f"crossover scale T* = {t_star:.4e} D")

# Real part of the hybridization function against a principal-value integral
w0 = 0.03
left = quad(lambda e: gamma0 * abs(e)**r / (w0 - e), -1, 0)[0]
near = quad(lambda e: gamma0 * e**r / (w0 - e), 0, w0 / 2)[0]
pole = -quad(lambda e: gamma0 * e**r, w0 / 2, 1, weight="cauchy", wvar=w0)[0]
re_direct = (left + near + pole) / np.pi
assert abs(re_direct - real_delta(w0, r, gamma0)) < 1e-7
print(f"Re Delta at w = {w0} D: integral {re_direct:.7f} D, "
      f"formula {real_delta(w0, r, gamma0):.7f} D")

# Crossover: diagonalization against the phase formula
bath, coupling = bath_grid(r, gamma0)
levels, vectors = np.linalg.eigh(hamiltonian(r, gamma0))
temperatures = [1e-2, 1e-3, 1e-4, 1e-6, 1e-8]
local = {}
print("T/D | S diag, S phase (k_B) | T chi diag, phase | T chi local")
for t in temperatures:
    s, x = impurity_values(levels, bath, t)
    s_ph, x_ph = phase_values(t, r, gamma0)
    local[t] = local_t_chi(t, r, gamma0)
    print(f"{t:.0e} | {s:.6f} {s_ph:.6f} | {x:.6f} {x_ph:.6f} | {local[t]:.3e}")
    assert abs(s - s_ph) < 2e-5 and abs(x - x_ph) < 2e-5
print(f"limit 2 r ln 2 = {2 * r * LN2:.6f} k_B, limit r/8 = {r / 8:.6f}")
print(f"free level: 2 ln 2 = {2 * LN2:.6f} k_B, T chi = {1 / 8:.6f}")

# A field on the level alone: finite local susceptibility, T*chi_loc -> 0
ratio = local[1e-6] / local[1e-8]
assert local[1e-8] < 1e-4 and abs(ratio / 100 - 1) < 0.2
print(f"T chi local, ratio between T = 1e-6 D and 1e-8 D: {ratio:.2f}")

# Limits and leading corrections for several exponents
t_low = 1e-8
print("T = 1e-8 D: r, Gamma0/D | S - 2r ln2, predicted | Tchi - r/8, predicted")
for rr, g in [(0.15, 0.01), (0.3, 0.01), (0.45, 0.01), (0.7, 1.0)]:
    e = np.linalg.eigvalsh(hamiltonian(rr, g))
    s, x = impurity_values(e, bath_grid(rr, g)[0], t_low)
    ds, dx = leading_corrections(t_low, rr, g)
    print(f"{rr}, {g} | {s - 2 * rr * LN2:.3e} {ds:.3e}"
          f" | {x - rr / 8:.3e} {dx:.3e}")
    tolerance = 5 * ds**2 + 2e-6   # next order in the expansion, plus grid error
    assert abs(s - 2 * rr * LN2 - ds) < tolerance
    assert abs(x - rr / 8 - dx) < tolerance

# Beyond r = 1 the level is asymptotically free
e = np.linalg.eigvalsh(hamiltonian(1.5, gamma0))
s, x = impurity_values(e, bath_grid(1.5, gamma0)[0], t_low)
assert abs(s - 2 * LN2) < 1e-5 and abs(x - 1 / 8) < 1e-5
print(f"r = 1.5, T = 1e-8 D: S = {s:.6f} k_B, T chi = {x:.6f}")

# Removing the first bath orbital gives the same fixed point
orbital = coupling / np.linalg.norm(coupling)
projector = np.eye(len(bath)) - np.outer(orbital, orbital)
removed = np.linalg.eigvalsh(projector @ np.diag(bath) @ projector)
# the projected-out orbital leaves one spurious zero level, subtracted here
s, x = impurity_values(removed, np.append(bath, 0.0), t_low)
assert abs(s - 2 * r * LN2) < 2e-5 and abs(x - r / 8) < 2e-5
print(f"first bath orbital removed, r = {r}, T = 1e-8 D: "
      f"S = {s:.6f} k_B, T chi = {x:.6f}")

# Outward displacement of levels, as a fraction of the logarithmic spacing
positive_bath = np.sort(bath[bath > 0])
positive_full = np.sort(levels)[-N_SIDE:]
index = np.argmin(abs(np.log(positive_bath / 1e-8)))
shift = np.log(positive_full[index] / positive_bath[index]) / LOG_STEP
assert abs(shift - (1 - r) / 2) < 1e-3
print(f"level displacement near 1e-8 D: {shift:.5f} spacings, "
      f"(1-r)/2 = {(1 - r) / 2:.5f}")

# Level Green function at half the imaginary-time period: power of T
half = [np.sum(vectors[0]**2 * np.sqrt(expit(levels / t) * expit(-levels / t)))
        for t in (1e-6, 1e-8)]
exponent = np.log(half[0] / half[1]) / np.log(100.0)
assert abs(exponent - (1 - r)) < 5e-3
print(f"power of T in G_d(1/(2T)): {exponent:.4f}, 1-r = {1 - r:.4f}")
print(f"implied power of T for a weak interaction: {2 * exponent - 1:.4f}, "
      f"1-2r = {1 - 2 * r:.4f}")

print("done: every assertion held")
```

Printed output:

```
exponent r = 0.3
hybridization strength Gamma0 = 0.01 D
amplitude A = 0.011223 D
crossover scale T* = 1.6385e-03 D
Re Delta at w = 0.03 D: integral -0.0015066 D, formula -0.0015066 D
T/D | S diag, S phase (k_B) | T chi diag, phase | T chi local
1e-02 | 1.244609 1.244609 | 0.110863 0.110863 | 1.033e-01
1e-03 | 0.929039 0.929038 | 0.081071 0.081071 | 5.503e-02
1e-04 | 0.584042 0.584041 | 0.051174 0.051174 | 1.262e-02
1e-06 | 0.423557 0.423557 | 0.038114 0.038114 | 1.821e-04
1e-08 | 0.416195 0.416195 | 0.037525 0.037525 | 1.910e-06
limit 2 r ln 2 = 0.415888 k_B, limit r/8 = 0.037500
free level: 2 ln 2 = 1.386294 k_B, T chi = 0.125000
T chi local, ratio between T = 1e-6 D and 1e-8 D: 95.34
T = 1e-8 D: r, Gamma0/D | S - 2r ln2, predicted | Tchi - r/8, predicted
0.15, 0.01 | 2.673e-05 2.672e-05 | 2.084e-06 2.084e-06
0.3, 0.01 | 3.069e-04 3.069e-04 | 2.455e-05 2.455e-05
0.45, 0.01 | 3.069e-03 3.079e-03 | 2.520e-04 2.528e-04
0.7, 1.0 | -1.012e-03 -1.010e-03 | -8.669e-05 -8.650e-05
r = 1.5, T = 1e-8 D: S = 1.386293 k_B, T chi = 0.125000
first bath orbital removed, r = 0.3, T = 1e-8 D: S = 0.415885 k_B, T chi = 0.037500
level displacement near 1e-8 D: 0.34994 spacings, (1-r)/2 = 0.35000
power of T in G_d(1/(2T)): 0.6986, 1-r = 0.7000
implied power of T for a weak interaction: 0.3972, 1-2r = 0.4000
done: every assertion held
```
